# Shot noise of a diffusive conductor from its transmission eigenvalues, part 2

We seek the current noise of a disordered conductor of length $L$ and width $W$ between ideal leads, without inelastic or electron-electron scattering. Each lead has $N$ channels for each of $g$ spin and valley species. The $T_n$ are the eigenvalues of $tt^\dagger$, with $t$ the transmission matrix, and $Q=(tt^\dagger)^{-1}$ has eigenvalues $q=1/T\ge1$. Brackets denote means per channel.

Electrical formulas are in SI form; lattice tests use the hopping as energy unit. The bias is $V$, the temperature $\Theta$, the current $I$, and $S$ the one-sided zero-frequency noise. At zero temperature (part (a))

$$F=\frac{S}{2eI}=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n}.$$

With this $F$, part (b) gives at temperature $\Theta$

$$\frac{S}{2eI}=F\coth\frac{eV}{2k\Theta}+(1-F)\frac{2k\Theta}{eV}.$$

Part (d) assumes isotropy: a thin slice scatters every channel into every other with equal mean probability and random phase. At large $N$, means of products of traces are replaced by products of means. Then $G(z)=\langle1/(z-q)\rangle$ obeys the evolution equation

$$\partial_sG=-\partial_z\left[z(z-1)G^2\right].$$

Here $s=L/l_b$, with $l_b$ the backscattering mean free path. In two dimensions $l_b=\frac{\pi}{2}l$, where $l=\hbar k_F\mu/e$ is the transport mean free path, $k_F$ the Fermi wave number and $\mu$ the mobility; this matches the resistance of a long strip. Part (e) gives, without a barrier, $m_1=\langle T\rangle=1/(1+s)$ and the resistance $\frac{h}{ge^2N}(1+s)$.

Part (f) puts $z=\cosh^2x$, $\kappa=\sqrt{z(z-1)}=\sinh x\cosh x$ and $U=\kappa G$. For a conductor starting from zero length, the solution is the implicit equation

$$U=\tanh\eta,\qquad \eta+s\tanh\eta=x-\frac{i\pi}{2},$$

on the branch with $\eta=0$ at $x=i\pi/2$. The upper half of the $z$ plane corresponds to $\mathrm{Re}\,x>0$, $0<\mathrm{Im}\,x<\pi/2$.

The "Chain" entries in the computed values test part (a) on 600 sites with unit hopping, except for a middle bond of strength 0.5, the left half starting full and the right half empty.

**(g) Find the density of transmission eigenvalues for $s\gg1$. Where does it end?**

*Solution.* Let $p(q)$ be the density of $q$ per channel. Just above the real axis, $\mathrm{Im}\,G(q+i0)=-\pi p(q)$. Use real $x$ as the variable, so that $T=1/\cosh^2x$ and $dq=2\kappa\,dx$. The density in $x$ is

$$\rho_x=2\kappa\,p=-\frac{2\kappa}{\pi}\frac{\mathrm{Im}\,U}{\kappa}=-\frac{2}{\pi}\,\mathrm{Im}\,U .$$

For $s\gg1$ and $x$ of order one, $\eta$ is small and $\tanh\eta\approx\eta$. Then $U\approx\eta\approx(x-i\pi/2)/(1+s)$, and

$$\rho_x\approx\frac{1}{1+s}=m_1 .$$

The density is uniform in $x$. To return to $T$, use $\tanh x=\sqrt{1-T}$, which gives $|dT/dx|=2\sinh x/\cosh^3x=2T\sqrt{1-T}$. Thus

$$\rho(T)=\frac{m_1}{2}\,\frac{1}{T\sqrt{1-T}} .$$

This is the bimodal distribution. It rises towards $T=1$ and towards $T=0$ and is low in between: most channels are almost closed, and a minority are almost open.

The size of the error follows from the next term. Let $\xi=x-i\pi/2$ and $w=1+s$. With $\tanh\eta\approx\eta-\eta^3/3$, the implicit equation gives $\eta\approx\xi/w+s\xi^3/(3w^4)$. Therefore

$$U\approx\frac{\xi}{w}+\frac{s\xi^3}{3w^4}-\frac{\xi^3}{3w^3}=\frac{\xi}{w}-\frac{\xi^3}{3w^4},$$

because $s-w=-1$. Since $\mathrm{Im}\,\xi^3=\pi^3/8-3\pi x^2/2$,

$$\rho_x\approx\frac1w+\frac{1}{w^4}\left(\frac{\pi^2}{12}-x^2\right).$$

For $x$ of order one the relative correction is of order $w^{-3}$, already small for modest lengths. At $s=5$ the bimodal law puts a fraction 0.1469 of the channels above $T=1/2$. The numerical solution of the implicit equation gives 0.1473.

The uniform density cannot extend to infinite $x$, since its integral must be 1. If $U$ is real, the density is zero. For $x>0$ a real $U$ requires $\eta=y-i\pi/2$ with $y>0$, for which $\tanh\eta=\coth y$ and $x=y+s\coth y$. The smallest $x$ of this form has $1=s/\sinh^2y$, that is $\sinh y=\sqrt s$. The density therefore ends at

$$x_e=\operatorname{arsinh}\sqrt s+\sqrt{s(s+1)} .$$

For large $s$, $x_e\approx s+\frac12+\frac12\ln4s$. The smallest transmission is then $T_{\min}\approx4e^{-2x_e}\approx e^{-2s-1}/s$, which is exponentially small. If $x/s$ is held at a fixed value below 1 while $s$ grows, $\eta$ stays finite and $\mathrm{Im}\,\eta$ is of order $1/s$. Then $U=(\xi-\eta)/s$ still gives $\rho_x\approx1/s$. The plateau thus reaches up to $x\approx s$ and accounts for all channels to leading order.

**(h) Average the shot noise over this distribution. Which channels carry the noise?**

*Solution.* For many channels the sums in $F$ may be replaced by their means, so $F$ is a ratio of averages. In the variable $x$ the density is a constant, which cancels. The mean transmission needs

$$\int_0^\infty\frac{dx}{\cosh^2x}=\left[\tanh x\right]_0^\infty=1 .$$

For the mean of $T^2$, put $u=\tanh x$, so that $du=dx/\cosh^2x$ and $1/\cosh^2x=1-u^2$:

$$\int_0^\infty\frac{dx}{\cosh^4x}=\int_0^1(1-u^2)\,du=\frac23 .$$

Hence

$$F=\frac{\langle T\rangle-\langle T^2\rangle}{\langle T\rangle}=1-\frac23=\frac13 .$$

Stopping the integrals at $x_e$ instead of infinity changes them by terms of order $e^{-2x_e}$. The nearly closed channels are numerous, but they carry neither current nor noise.

The value does not depend on $N$, $L$, $l_b$ or the strength of the disorder, and in this sense it is universal. The regime is $l_b\ll L\ll Nl_b$, with elastic coherent motion, ideal contacts and $eV\gg k\Theta$. The upper limit on $L$ is the condition $Nm_1\gg1$. Beyond it the factorization of averages used in the evolution equation fails and the states localize.

The mean transmission alone would mislead. If every channel had $T=m_1\ll1$, the noise would be nearly Poissonian. In the bimodal distribution the current flows mainly through open channels. The boundary $T=1/2$ lies at $\cosh x=\sqrt2$, where $\tanh x=1/\sqrt2$. Channels with $T>1/2$ carry a share $1/\sqrt2\approx71\%$ of the current. The noise integrand is $\tanh^2x/\cosh^2x$, with integral $\tanh^3x/3$, so the same channels produce a share $(1/\sqrt2)^3\approx35\%$ of the noise.

A microscopic test can drop the isotropy assumption. Take a square-lattice strip 40 sites wide and 60 long, at energy $-1.3$ in units of the hopping, with site energies spread uniformly over a range of 2. It has 25 open channels and a mean $\sum T_n$ of 3.96. Over 60 samples its Fano factor is 0.348, which is 0.014 above one third. The sampling uncertainty is about 0.006, so the size of the excess is known only roughly. A plausible cause is interference between time-reversed paths, a correction of relative order $1/(Nm_1)$; this is a conjecture, not a result derived here.

**(i) Find $F$ at finite $s$, also when a barrier of transmission $1/w_0$ in every channel stands at one contact.**

*Solution.* Near $z=0$, $G=-m_1-m_2z-\dots$ with $m_2=\langle T^2\rangle$, because $1/(z-q)=-1/q-z/q^2-\dots$. Then

$$(z^2-z)G^2=-m_1^2z+(m_1^2-2m_1m_2)z^2+\dots$$

Comparing powers of $z$ in the evolution equation gives

$$\frac{dm_1}{ds}=-m_1^2,\qquad \frac{dm_2}{ds}=2m_1^2-4m_1m_2 .$$

The barrier enters through the starting values $m_1=1/w_0$ and $m_2=1/w_0^2$, since the evolution holds for any initial conductor. From here on let $w=w_0+s$. The first equation gives $m_1=1/w$. The second becomes $d(w^4m_2)/dw=2w^2$, so

$$m_2=\frac{2}{3w}+\frac{C}{w^4},\qquad C=w_0^2-\frac{2w_0^3}{3},$$

where $C$ follows from $m_2=1/w_0^2$ at $w=w_0$. With $F=1-m_2/m_1$,

$$F=\frac13+\frac{\frac23w_0^3-w_0^2}{(w_0+s)^3} .$$

Without a barrier, $w_0=1$ and

$$F=\frac13\left[1-\frac{1}{(1+s)^3}\right].$$

A ballistic conductor, $s=0$, is silent. For $s=0$ with a barrier, $F=1-1/w_0$, the value for equal channels. When $s\gg w_0$ the barrier is forgotten and $F$ returns to $1/3$.

These formulas were compared with random scattering matrices composed slice by slice, using 30 channels and 16 samples. The comparison tests the evolution equation, since the matrices are multiplied without it.

- At $s=1$ the matrices give $\langle T\rangle=0.505$ and $F=0.288$; the formulas give 0.500 and 0.292.
- At $s=5$ they give 0.168 and 0.337; the formulas give 0.167 and 0.332.
- With $w_0=2.5$ and $s=2$ they give 0.223 and 0.374; the formulas give 0.222 and 0.379.

**(j) Apply the results to a disordered graphene strip with $n=3\times10^{12}\ \mathrm{cm^{-2}}$, $\mu=2000\ \mathrm{cm^2/Vs}$, $L=300$ nm, $W=1000$ nm, $V=0.20$ mV and $\Theta=0.05$ K. How large are the neglected effects?**

*Solution.* Graphene has $g=4$, so $k_F=\sqrt{\pi n}=0.307\ \mathrm{nm^{-1}}$. The transport mean free path is $l=\hbar k_F\mu/e=40.4$ nm, and $l_b=\frac\pi2l=63.5$ nm. The channel number, left unrounded, is $N=k_FW/\pi=97.7$. Then

$$s=\frac{300}{63.48}=4.73,\qquad m_1=\frac{1}{5.73}=0.175 .$$

The ballistic resistance $h/(4e^2N)$ is 66.0 Ω, and the total is $66.0/0.1746=378$ Ω. The current is $0.20\ \mathrm{mV}/378\ \Omega=0.529$ µA. These digits belong to the isotropic-slice model. At the same $L/l$, a two-dimensional Boltzmann treatment with isotropic point scatterers raises the resistance by about 3 Ω and lowers the $F$ found below by about 0.005. The Fano factor and noise are

$$F=\tfrac13\left(1-5.726^{-3}\right)=0.332,\qquad S=2eIF=5.6\times10^{-26}\ \mathrm{A^2/Hz}.$$

*Temperature.* Here $2k\Theta/eV=0.043$ and the hyperbolic cotangent is 1 to this accuracy. Part (b) gives $S/(2eI)=0.3316+0.6684\times0.0431=0.360$. Thermal noise must be allowed for before the measured ratio is read as $F$.

*Contacts.* Suppose one contact adds a barrier resistance of 100 Ω, with the same transmission in every channel. Then $w_0=1+100/66.0=2.51$, and part (i) gives $F=0.345$.

*Electron-electron scattering.* The diffusion coefficient is $D=vl/2=202\ \mathrm{cm^2/s}$ for a band velocity $v=10^6$ m/s, so $L^2/D=4.45$ ps. For the scattering rate, take the usual order-of-magnitude estimate for a two-dimensional diffusive metal, which is not derived here:

$$\frac{1}{\tau_{ee}}\sim\frac{eV}{\hbar}\,\frac{e^2\mathcal R}{h}\ln\frac{h}{2e^2\mathcal R}.$$

With sheet resistance $\mathcal R=1/(ne\mu)=1040$ Ω it is $0.031\ \mathrm{ps^{-1}}$. The product with $L^2/D$ is 0.14, so most electrons cross without such an event.

In a longer strip the electrons would share their energy and acquire a local temperature $\Theta_e(\zeta)$, with $\zeta$ the position divided by $L$. The heat conductivity is related to the electrical one by the Wiedemann–Franz law. With cold ends and no heat loss to phonons, the balance of heat flow and Joule heat reads

$$\frac{\pi^2k^2}{6e^2}\frac{d^2\Theta_e^2}{d\zeta^2}=-V^2\quad\Rightarrow\quad k\Theta_e=\frac{\sqrt3}{\pi}\,eV\sqrt{\zeta(1-\zeta)} .$$

Thermal voltage noises of sections in series add, so $S=4k\langle\Theta_e\rangle I/V$, where the bracket is the mean over $\zeta$. The mean of $\sqrt{\zeta(1-\zeta)}$ is the area of a half disc of radius $1/2$, namely $\pi/8$. The result is $F=\sqrt3/4=0.433$. One third is therefore a property of electrons that keep their energy, not of every diffusive wire.

*Quantum corrections and energy dependence.* The scale $1/(Nm_1)$ is 0.06 for the whole strip. The strip is wider than it is long, however, and for a section as wide as its length the scale is about 0.2. Even the second digit of $F$ is therefore uncertain here. The Fermi energy, 202 meV, is far above $eV=0.20$ meV, so $N$ and $l$ hardly vary over the window. For diffusion between absorbing ends the mean transit time is $L^2/6D$, so individual amplitudes change over roughly $6\hbar D/L^2\approx0.9$ meV, which is more than $eV$. A single sample may therefore deviate from the ensemble average, to which the value of $F$ refers.

*The real case.* The inputs are rough values for strongly disordered, doped graphene. Cleaner samples have much higher mobility, and at this length they would be closer to ballistic, with a different noise. The assumed 100 Ω for a contact 1 µm wide is favourable. A contact with a barrier breaks the assumption of ideal leads; 100 Ω at one end moves $F$ by 0.013 if all channels are equally transmitted, and a more resistive barrier of this kind at that end alone moves it further towards the Poisson value. A contact that is open in some channels and closed in others can lower $F$ instead. Barriers at both ends are not covered by the formula of part (i). The strip is also wider than it is long, so electrons do not spread over the whole width while they cross, and the full mixing of channels assumed in part (d) is not assured. If it is treated as parallel sections, each with the same ratio of mean noise to mean current, the whole strip has that ratio too. $F$ should then stay near one third, but an error of a few hundredths cannot be excluded. Cooling by phonons is left out, and it would lower the noise of a long strip. The remaining values are in the numerical output.

## Computed values

```
Chain: mean transfer rate, evolved 0.3219, formula 0.3219 (hopping/hbar)
Chain: variance rate, evolved 0.1435, formula 0.1435 (hopping/hbar)
Fano factor from the bimodal density: 0.333333
Implicit solution, s = 5: norm 1.0000, <T> 0.16667, F 0.33179
Closed formulas, s = 5: <T> 0.16667, F 0.33179
Fraction of channels with T > 1/2, s = 5: bimodal law 0.1469
  same, implicit solution 0.1473, random matrices 0.1479
Random matrices s = 1: <T> 0.5046, F 0.2881
  formulas s = 1: <T> 0.5000, F 0.2917
Random matrices s = 5: <T> 0.1682, F 0.3373
Barrier w0 = 2.5, s = 2: <T> 0.2229, F 0.3742
  formulas: <T> 0.2222, F 0.3791
Lattice strip 40 x 60 sites: open channels 25, mean sum of T 3.96
Lattice strip Fano factor: 0.3478
Hot-electron Fano factor: 0.4330
Example: graphene strip (rough typical inputs)
Sheet density: 3.0e+12 cm^-2
Mobility: 2000 cm2/Vs
Length: 300 nm; width: 1000 nm
Bias: 0.20 mV; temperature: 0.05 K
Band velocity: 1.0e+06 m/s
Fermi wave number: 0.3070 nm^-1
Transport mean free path: 40.41 nm
Backscattering mean free path: 63.48 nm
Channels per spin and valley (not rounded): 97.72
Length ratio s: 4.726
Mean transmission: 0.1746
Sheet resistance: 1040.3 ohm
Ballistic resistance: 66.04 ohm
Total resistance: 378.1 ohm
Current: 0.5289 uA
Fano factor at this length: 0.3316
Shot noise at zero temperature: 5.620e-26 A^2/Hz
Thermal ratio 2kT/eV: 0.0431
S/(2eI) with thermal noise: 0.3604
Contact barrier resistance assumed: 100 ohm; w0: 2.514
Fano factor with one such contact: 0.3446
Diffusion coefficient: 202.1 cm2/s
Diffusion time L^2/D: 4.45 ps
Electron-electron rate estimate: 0.0308 ps^-1
Electron-electron rate times diffusion time: 0.137
Quantum-correction scale 1/(N<T>): 0.0586
Fermi energy: 202.1 meV
```
